# Floating-wall potential drop from the sheath edge in argon

## Question

I have an exercise on an argon plasma touching an electrically isolated wall. The electrons are Maxwellian. I am asked to calculate the potential drop from the sheath edge to the wall and show that it is about 4.7 times the electron temperature expressed in volts.

I understand that the electron and ion fluxes must balance, and that the electrons are held back by a factor $\exp(-V/T_e)$. My trouble is the ion flux. I used the thermal flux of the ions, $n\sqrt{eT_i/(2\pi M)}$, and found

$$
V=\frac{T_e}{2}\ln\frac{M\,T_e}{m\,T_i}.
$$

This depends on the ion temperature $T_i$ and goes to infinity for cold ions, which can't be right. What should the ion flux be, and why? I have also met the value $5.2\,T_e$ for what looks like the same quantity. Which one is correct?

## Answer

Your electron side is fine. The ion side fails because ions don't drift into the sheath by thermal motion: the weak electric field of the presheath, the region between the bulk plasma and the sheath, has already accelerated them. Their speed at the sheath edge is set by the electron temperature. The value $5.2\,T_e$ answers a different question, since it includes the potential drop in the presheath.

**Setting and conventions.** $T_e$ is in volts, so the thermal energy is $eT_e$. The electron mass is $m$, the Ar⁺ mass is $M$, and the density at the sheath edge is $n_s$. $V>0$ is the potential of the sheath edge minus that of the wall. I assume a steady, planar sheath without collisions, ionization or magnetic field, cold singly charged ions, and a wall that absorbs every particle and emits none.

### The electron flux

Let $v$ be the electron velocity component towards the wall. At the sheath edge its distribution is

$$
f(v)=n_s\sqrt{\frac{m}{2\pi eT_e}}\;\exp\!\left(-\frac{mv^2}{2eT_e}\right).
$$

An electron loses kinetic energy $eV$ on its way to the wall, so it arrives only if $mv^2/2>eV$, that is, if $v>v_c=\sqrt{2eV/m}$. The flux that arrives is

$$
\Gamma_e=\int_{v_c}^{\infty}v f(v)\,dv
=n_s\sqrt{\frac{m}{2\pi eT_e}}\;\frac{eT_e}{m}\;e^{-mv_c^2/(2eT_e)}
=n_s\sqrt{\frac{eT_e}{2\pi m}}\;e^{-V/T_e}.
$$

The prefactor is the familiar $n_s\bar v/4$, because the mean speed of a Maxwellian is $\bar v=\sqrt{8eT_e/(\pi m)}$ and $\sqrt{8}/4=1/\sqrt2$.

### Why the ions cannot enter more slowly than the Bohm speed

Let the ions enter the sheath at speed $u_s=w\,u_B$, where $u_B=\sqrt{eT_e/M}$ is the Bohm speed and $w$ is still unknown. Let $\eta$ be the potential drop from the edge to some point in the sheath, divided by $T_e$. Energy conservation gives the ion speed $u$ there:

$$
\tfrac12Mu^2=\tfrac12Mu_s^2+eT_e\eta
\quad\Rightarrow\quad
u=u_s\sqrt{1+\frac{2\eta}{w^2}}.
$$

The ion flux $n_iu$ is constant, and the electrons follow the Boltzmann relation:

$$
\frac{n_i}{n_s}=\left(1+\frac{2\eta}{w^2}\right)^{-1/2},\qquad
\frac{n_e}{n_s}=e^{-\eta}.
$$

The potential is $\phi=\phi_s-T_e\eta$, so Poisson's equation $\phi''=-e(n_i-n_e)/\varepsilon_0$ becomes $T_e\eta''=e(n_i-n_e)/\varepsilon_0$. Multiply by $\eta'$ and integrate from the edge, where the field is negligible on the scale of the sheath field:

$$
\frac{T_e}{2}\,\eta'^2=\frac{e}{\varepsilon_0}\int_0^\eta(n_i-n_e)\,d\tilde\eta .
$$

For small $\eta$, $n_i/n_s\approx1-\eta/w^2$ and $n_e/n_s\approx1-\eta$. The integral is therefore

$$
\int_0^\eta(n_i-n_e)\,d\tilde\eta\approx \frac{n_s}{2}\left(1-\frac1{w^2}\right)\eta^2 .
$$

The left side is a square, so the right side can't be negative. This requires $w\ge1$. The marginal case $w=1$ is allowed: since $e^{2\eta}>1+2\eta$ for $\eta>0$, we have $n_i>n_e$ throughout the sheath.

### Why they do not enter faster

This part comes from the presheath, where $n_i\approx n_e=n$. Take a simple fluid model in which each electron ionizes at rate $\nu$ and new ions are born at rest. With $x$ pointing towards the wall, continuity and momentum balance are

$$
(nu)'=\nu n,\qquad (Mnu^2)'=-en\phi' .
$$

The Boltzmann relation gives $n\phi'=T_en'$, so the right side of the momentum equation is $-eT_en'$. Dividing by $M$ and writing $(nu^2)'=u(nu)'+nuu'$, we get

$$
\nu nu+nuu'=-u_B^2n'.
$$

Continuity, multiplied by $u$, gives $nuu'=\nu nu-u^2n'$. Substituting this leaves

$$
(u_B^2-u^2)\,n'=-2\nu nu .
$$

Ions starting from rest speed up towards the wall, and the density gradient diverges as $u\to u_B$. Quasineutrality must fail there, which marks the sheath edge. In this fluid model, where all ions at a given point share one speed, the presheath thus delivers ions at speeds up to $u_B$, while the sheath demands at least $u_B$. When the sheath is much thinner than the presheath, the two meet at $u_s=u_B$, and

$$
\Gamma_i=n_su_B=n_s\sqrt{\frac{eT_e}{M}} .
$$

This value rests on two idealizations. First, it assumes a single ion speed. Ions born at rest at different depths of a collisionless presheath reach the edge with a spread of speeds. The kinetic (Tonks–Langmuir) treatment then satisfies the Bohm condition as $\langle u_B^2/u^2\rangle=1$, with a mean speed of $1.14\,u_B$. For argon this gives a sheath drop of $4.54\,T_e$ and a presheath drop of $0.85\,T_e$, instead of the values derived below. Second, the thin-sheath limit is approached slowly. In the fluid model with Poisson's equation, the drop from the point $u=u_B$ to the wall is about $4.60\,T_e$ when the central Debye length is 1.5% of the plasma half-width, and $4.67\,T_e$ when it is 0.07%.

The flux $n_su_B$ stays finite for cold ions, which cures the divergence in your formula. The ion temperature is absent because the ions were taken as cold; as long as $T_i\ll T_e$, it would add only a small correction.

### The balance

An isolated wall carries no net current in steady state, so $\Gamma_e=\Gamma_i$:

$$
n_s\sqrt{\frac{eT_e}{2\pi m}}\;e^{-V/T_e}=n_s\sqrt{\frac{eT_e}{M}} .
$$

Cancel $n_s\sqrt{eT_e}$ and solve for the exponential:

$$
e^{-V/T_e}=\sqrt{\frac{2\pi m}{M}}
\quad\Rightarrow\quad
V=\frac{T_e}{2}\ln\frac{M}{2\pi m}.
$$

For argon, with relative atomic mass 39.95, $M/m=72823$. Hence

$$
\frac{M}{2\pi m}=11590,\qquad \ln 11590=9.358,\qquad
V=\frac{9.358}{2}\,T_e=4.68\,T_e\approx4.7\,T_e .
$$

The balance is stable. If the drop is too small, excess electrons reach the wall and make it more negative, so the drop grows. If it is too large, excess ions reduce it.

The ratio $V/T_e$ depends on the gas only through the logarithm of the ion mass. An ion four times heavier would raise it by $\tfrac12\ln4=0.69$.

### Numbers for a specific plasma

Take $T_e=3$ V and $n_s=10^{16}\ \mathrm{m^{-3}}$. The Bohm speed is $2692$ m/s and the mean electron speed is $1.159\times10^6$ m/s. Without a drop, the fluxes would be

$$
\frac{n_s\bar v}{4}=2.90\times10^{21}\ \mathrm{m^{-2}s^{-1}},\qquad
n_su_B=2.69\times10^{19}\ \mathrm{m^{-2}s^{-1}} .
$$

The electron flux would be 108 times the ion flux, which is why the wall charges negatively. The drop that removes this excess is

$$
V=4.679\times3\ \mathrm{V}=14.0\ \mathrm{V}.
$$

Its Boltzmann factor is $0.00929$, and $2.90\times10^{21}\times0.00929=2.69\times10^{19}\ \mathrm{m^{-2}s^{-1}}$, equal to the ion flux. The ion current density is $4.31\ \mathrm{A/m^2}$, cancelled at the wall by the electron current.

With all ions entering at the same speed $u_B$, as assumed here, each enters the sheath with energy $Mu_B^2/2=eT_e/2$, here $1.5$ eV, and gains $14.0$ eV in the sheath. It strikes the wall with about $15.5$ eV. It has this kinetic energy even though no voltage is applied to the wall. This needs a collisionless sheath. Here the Debye length is 0.13 mm and the sheath is about 1 mm thick. For an Ar⁺–Ar cross-section of about $10^{-18}\ \mathrm{m^2}$ the ion mean free path is about 4 mm at 1 Pa and 0.4 mm at 10 Pa, so the figure applies at pressures well below 1 Pa.

The numerical output below also gives the drop found by integrating the electron flux over velocity and searching for the balance, at $T_e=1$, 3 and 6 V. The ratio is 4.679 each time.

### Where 5.2 comes from

The presheath drop has to be added if you start from the plasma centre, and its size depends on how the ions are produced.

- The simplest estimate uses energy alone. An ion that starts at rest and falls freely reaches $u_B$ after a drop $V_p$ with $eV_p=Mu_B^2/2=eT_e/2$. Then $V_p=0.5\,T_e$, and the total is $5.18\,T_e$, which matches your 5.2. This is not a full presheath model: if all ions started at the centre of a planar plasma, their density would vary as $1/u$ and could not stay equal to the electron density.
- In the fluid model above, put $n'=-2\nu nu/(u_B^2-u^2)$ into continuity, $nu'=\nu n-un'$. This gives $u'=\nu(u_B^2+u^2)/(u_B^2-u^2)$. Dividing $n'$ by $u'$,

$$
\frac{dn}{du}=-\frac{2nu}{u_B^2+u^2}
\quad\Rightarrow\quad
n=\frac{n_0}{1+u^2/u_B^2},
$$

where $n_0$ is the central density. At $u=u_B$ the density is $n_0/2$, so the Boltzmann relation gives $V_p=T_e\ln2=0.69\,T_e$, and the total is $5.37\,T_e$.

Both totals contain the same drop from the sheath edge, $4.68\,T_e$, because both take the ions to arrive there at $u_B$. So 4.7 is the answer to your exercise, and 5.2 is an estimate of the drop from the plasma centre to the wall.

### Is the electron distribution really Maxwellian at the edge?

Not completely. Electrons faster than $v_c$ are absorbed, so none of them return from the wall. Write $\eta_w=V/T_e$ and let $N$ be the density that the full Maxwellian would have at the edge. With the returning tail missing, the electron density in the sheath is

$$
n_e(\eta)=\frac N2\,e^{-\eta}\left[1+\operatorname{erf}\sqrt{\eta_w-\eta}\,\right].
$$

This has two small effects on the ion flux. First, the edge density falls by the fraction $\tfrac12\operatorname{erfc}\sqrt{\eta_w}$. Second, the entry speed changes. Matching the slopes of ion and electron density at the edge now gives $w^2=n_e/(-dn_e/d\eta)$ at $\eta=0$, and differentiating the error function yields, to leading order,

$$
w^2\approx1-\frac{e^{-\eta_w}}{2\sqrt{\pi\eta_w}},\qquad
w\approx1-\frac{e^{-\eta_w}}{4\sqrt{\pi\eta_w}} .
$$

If the electrons moving towards the wall are taken to remain Maxwellian, that is, if collisions in the plasma refill the lost tail, then $\Gamma_e=N(\bar v/4)e^{-V/T_e}$ still holds. The slightly smaller ion flux must be matched by a slightly larger drop:

$$
\Delta\!\left(\frac{V}{T_e}\right)\approx\tfrac12\operatorname{erfc}\sqrt{\eta_w}+\frac{e^{-\eta_w}}{4\sqrt{\pi\eta_w}}=0.0017 .
$$

The missing returning tail is therefore negligible here. This says nothing about whether the incoming tail is Maxwellian, which remains an assumption.

### When the result changes

If each arriving ion releases on average $\gamma$ electrons from the wall, zero current requires $\Gamma_e-\gamma\Gamma_i=\Gamma_i$, or $\Gamma_e=(1+\gamma)\Gamma_i$. Neglecting the space charge of the emitted electrons, the drop becomes smaller by $T_e\ln(1+\gamma)$.

A non-Maxwellian energetic tail changes the electron flux directly, because the few electrons that reach the wall come from that tail. In argon this matters: the 14 V barrier of the example lies above the first excitation threshold, about 11.5 eV, where inelastic collisions and wall losses often deplete the tail. A 3 V bulk whose tail above that threshold falls off with 2 V gives a drop of about 11.6 V instead of 14.0 V. Frequent ion collisions within the sheath invalidate the energy conservation used for the Bohm speed and for the impact energy. An applied radio-frequency voltage replaces the steady balance by one averaged over a cycle. In these cases, start again from zero net current, with the fluxes appropriate to the situation.

## Numbers as computed

```
Argon relative atomic mass (input): 39.95
Electron temperature T (input): 3.00 V
Sheath-edge density (input): 1.00e+16 m^-3
Electron mass m: 9.10938e-31 kg
Ar+ mass M: 6.63376e-26 kg
Mass ratio M/m: 72823
M/(2 pi m): 11590.2
ln[M/(2 pi m)]: 9.3579
Flux ratio electron/ion at V=0: 107.66
Drop V/T from formula: 4.6790
Drop V/T from flux root, T=1 V: 4.6790
Drop V/T from flux root, T=3 V: 4.6790
Drop V/T from flux root, T=6 V: 4.6790
Bohm speed: 2691.8 m/s
Mean electron speed: 1.1592e+06 m/s
Electron flux at V=0: 2.8979e+21 m^-2 s^-1
Ion flux: 2.6918e+19 m^-2 s^-1
Electron flux at V: 2.6918e+19 m^-2 s^-1
Boltzmann factor exp(-V/T): 0.00929
Sheath-edge-to-wall drop V: 14.037 V
Ion current density: 4.313 A/m^2
Ion energy at sheath edge: 1.50 eV
Ion energy at wall: 15.537 eV
Free-fall presheath drop/T: 0.500
Fluid presheath drop/T: 0.693
Centre-to-wall drop/T, free fall: 5.179
Centre-to-wall drop/T, fluid: 5.372
Presheath n/n0 at u/u_B=0.999: 0.5005
Tail-cutoff shift of V/T, numerical: 0.00171
Tail-cutoff shift of V/T, estimate: 0.00172
```
